# State multipoles and the Fano–Macek formula for dipole emission: verification in Python

```python
"""Fano-Macek formula for dipole emission from a level J to a level Jf.

Result under test (photon along z of the detector frame, polarization
e = (cos b, i sin b, 0), final sublevels summed):
  dW/dOmega = A/(8 pi) * {1 - h2*A0/2 + 1.5*h2*A2*cos 2b + 1.5*h1*O0*sin 2b}
O0 = <Jz>/J(J+1), A0 = <3Jz^2-J^2>/J(J+1), A2 = <Jx^2-Jy^2>/J(J+1),
h_k = (-1)^(J-Jf) {J J k;1 1 Jf}/{J J k;1 1 J}, A = spontaneous decay rate.
State multipoles rho_KQ = Tr(rho T_KQ^dagger); only K = 0, 1, 2 contribute.
The reference side sums squared dipole amplitudes over final sublevels.
Matrices are ordered M = J, J-1, ..., -J.  Line strength S = sum |<f|d|i>|^2.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j, wigner_6j

rng = np.random.default_rng(7)


def half(x):
    return Rational(int(round(2 * x)), 2)


def sign(n):
    return -1.0 if int(round(n)) % 2 else 1.0


def m_values(J):
    return [J - k for k in range(int(round(2 * J)) + 1)]


def spin_matrices(J):
    m = np.array(m_values(J), dtype=float)
    up = np.diag(np.sqrt(J * (J + 1) - m[1:] * (m[1:] + 1)), k=1)
    return np.array([(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)])


@lru_cache(maxsize=None)
def multipole_operator(J, K, Q):
    ms = m_values(J)
    T = np.zeros((len(ms), len(ms)))
    for a, m in enumerate(ms):
        for b, mp in enumerate(ms):
            if abs(m - mp - Q) < 1e-9:
                T[a, b] = sign(J - mp) * float(clebsch_gordan(
                    half(J), half(J), K, half(m), half(-mp), Q))
    return T


def all_KQ(J):
    return [(K, Q) for K in range(int(round(2 * J)) + 1)
            for Q in range(-K, K + 1)]


def dipole_block(J, Jf):
    """Cartesian <Jf Mf|d_i|J M> with unit line strength."""
    mi, mf = m_values(J), m_values(Jf)
    d = {q: np.zeros((len(mf), len(mi)), dtype=complex) for q in (-1, 0, 1)}
    for q in d:
        for a, f in enumerate(mf):
            for b, m in enumerate(mi):
                if abs(f - m - q) < 1e-9:
                    d[q][a, b] = sign(Jf - f) * float(wigner_3j(
                        half(Jf), 1, half(J), half(-f), q, half(m)))
    return np.array([(d[-1] - d[1]) / sqrt(2),
                     1j * (d[-1] + d[1]) / sqrt(2), d[0]])


def detection_operator(d, e):
    amp = np.einsum('i,iab->ab', np.conj(e), d)
    return amp.conj().T @ amp


def direct_signal(rho, d, e):
    return np.trace(rho @ detection_operator(d, e)).real


def h_factor(k, J, Jf):
    low = float(wigner_6j(half(J), half(J), k, 1, 1, half(J)))
    if low == 0.0:      # J = 1/2 carries no alignment
        return 0.0
    top = float(wigner_6j(half(J), half(J), k, 1, 1, half(Jf)))
    return sign(J - Jf) * top / low


def moments(rho, J, frame):
    """O0, A0, A2 along the columns x, y, z of the detector frame."""
    Jx, Jy, Jz = np.einsum('ik,iab->kab', frame, spin_matrices(J))
    jj = J * (J + 1)
    mean = lambda op: np.trace(rho @ op).real / jj
    return (mean(Jz), mean(3 * Jz @ Jz) - 1.0, mean(Jx @ Jx - Jy @ Jy))


def bracket(rho, J, Jf, frame, beta):
    O0, A0, A2 = moments(rho, J, frame)
    h1, h2 = h_factor(1, J, Jf), h_factor(2, J, Jf)
    return (1 - h2 * A0 / 2 + 1.5 * h2 * A2 * np.cos(2 * beta)
            + 1.5 * h1 * O0 * np.sin(2 * beta))


def polarization(frame, beta):
    return np.cos(beta) * frame[:, 0] + 1j * np.sin(beta) * frame[:, 1]


def random_frame():
    q = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    if np.linalg.det(q) < 0:
        q[:, 0] *= -1
    return q


def random_state(n):
    g = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    r = g @ g.conj().T
    return r / np.trace(r).real


def spherical(v):
    return {1: -(v[0] + 1j * v[1]) / sqrt(2), 0: v[2],
            -1: (v[0] - 1j * v[1]) / sqrt(2)}


def coupled_polarization(e, K, Q):
    a, b = spherical(e), spherical(np.conj(e))
    return sum(float(clebsch_gordan(1, 1, K, q, Q - q, Q)) * a[q] * b[Q - q]
               for q in (-1, 0, 1) if abs(Q - q) <= 1)


# ---- general tests over many level pairs --------------------------------
worst_formula = 0.0
worst_high_rank = 0.0
span = {}
for J in (0.5, 1.0, 1.5, 2.0, 2.5):
    n = int(2 * J + 1)
    KQ = all_KQ(J)
    basis = np.array([multipole_operator(J, K, Q).ravel() for K, Q in KQ])
    assert np.allclose(basis @ basis.T, np.eye(n * n), atol=1e-12)
    rho = random_state(n)
    rho_KQ = {kq: np.trace(rho @ multipole_operator(J, *kq).T) for kq in KQ}
    rebuilt = sum(rho_KQ[kq] * multipole_operator(J, *kq) for kq in KQ)
    assert np.allclose(rebuilt, rho, atol=1e-12)
    # moments expressed through multipoles
    O0, A0, A2 = moments(rho, J, np.eye(3))
    jj = J * (J + 1)
    assert abs(O0 - rho_KQ[1, 0].real * sqrt((2*J + 1) / (3*jj))) < 1e-12
    if J >= 1:
        kappa = sqrt((2*J - 1) * (2*J + 1) * (2*J + 3) / (5*jj))
        assert abs(A0 - kappa * rho_KQ[2, 0].real) < 1e-12
        assert abs(A2 - sqrt(2/3) * kappa * rho_KQ[2, 2].real) < 1e-12
    for Jf in (J - 1, J, J + 1):
        if Jf < 0:
            continue
        d = dipole_block(J, Jf)
        assert abs(np.sum(abs(d)**2) - 1) < 1e-12
        step = int(round(Jf - J))
        assert abs(h_factor(1, J, Jf) - {-1: J+1, 0: 1, 1: -J}[step]) < 1e-12
        if J >= 1:
            closed = {-1: -(J+1)/(2*J-1), 0: 1, 1: -J/(2*J+3)}[step]
            assert abs(h_factor(2, J, Jf) - closed) < 1e-12
        operators = []
        for trial in range(40):
            frame, beta = random_frame(), rng.uniform(-pi/2, pi/2)
            e = polarization(frame, beta)
            D = detection_operator(d, e)
            operators.append(D.ravel())
            signal = 3 * n * direct_signal(rho, d, e)
            error = abs(signal - bracket(rho, J, Jf, frame, beta))
            worst_formula = max(worst_formula, error)
            for K, Q in KQ:
                if K > 2:
                    part = abs(np.trace(multipole_operator(J, K, Q) @ D))
                    worst_high_rank = max(worst_high_rank, part)
            if trial < 2:   # multipole form with the 6j symbol
                total = 0
                for K in range(min(2, n - 1) + 1):
                    six = float(wigner_6j(1, 1, K, half(J), half(J), half(Jf)))
                    total += six * sum(coupled_polarization(e, K, Q)
                                       * rho_KQ[K, Q]
                                       for Q in range(-K, K + 1))
                total *= sign(J + Jf)
                assert abs(total - signal / (3 * n)) < 1e-12
        rank = np.linalg.matrix_rank(np.array(operators), tol=1e-9)
        assert rank == (4 if J == 0.5 else 9)
        span[J] = rank
assert worst_formula < 1e-11 and worst_high_rank < 1e-12

# J = 0 emits equally into every polarization and direction
d01 = dipole_block(0.0, 1.0)
for trial in range(5):
    e = polarization(random_frame(), rng.uniform(-pi/2, pi/2))
    assert abs(3 * direct_signal(np.eye(1), d01, e) - 1) < 1e-12

# ---- dipole matrices from angular quadrature of spherical harmonics ------
nodes, weights = np.polynomial.legendre.leggauss(12)
phis = 2 * pi * np.arange(16) / 16
X, PHI = np.meshgrid(nodes, phis, indexing='ij')
W = weights[:, None] * np.ones(16) * 2 * pi / 16
SIN = np.sqrt(1 - X**2)
NORMAL = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), X])


def harmonic(l, m):
    k = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, X) * np.exp(1j * k * PHI)
    return y if m >= 0 else (-1)**k * y.conj()


worst_quadrature = 0.0
for lf in (1, 3):
    d = np.array([[[np.sum(W * harmonic(lf, f).conj() * nrm * harmonic(2, m))
                    for m in range(2, -3, -1)] for f in range(lf, -lf-1, -1)]
                  for nrm in NORMAL])
    strength = np.sum(abs(d)**2)
    for trial in range(10):
        rho, frame = random_state(5), random_frame()
        beta = rng.uniform(-pi/2, pi/2)
        value = 15 * direct_signal(rho, d, polarization(frame, beta)) / strength
        worst_quadrature = max(worst_quadrature, abs(
            value - bracket(rho, 2.0, float(lf), frame, beta)))
assert worst_quadrature < 1e-11

# ---- worked example: J = 2, model line -----------------------------------
J = 2.0
photon_eV, strength_A2 = 2.0, 5.0
hbar_c = const.hbar * const.c / const.e * 1e10          # eV angstrom
alpha = const.fine_structure
prefactor = alpha * photon_eV**3 * strength_A2 / (2 * pi * hbar_c**2)
psi = np.array([sqrt(3), 0, 1, 0, 0]) / 2
rho = np.outer(psi, psi)
lab = np.eye(3)
O0, A0, A2 = moments(rho, J, lab)
print(f"Photon energy = {photon_eV:.2f} eV")
print(f"Line strength / e^2 = {strength_A2:.2f} angstrom^2")
print(f"hbar*c = {hbar_c:.3f} eV angstrom")
print("State 1: (sqrt3 |2,2> + |2,0>)/2, all values dimensionless")
for K, Q in ((0, 0), (1, 0), (2, 0), (2, 2)):
    print(f"  rho_{K}{Q} = {np.trace(rho @ multipole_operator(J, K, Q).T):.5f}")
rank_weight = [sum(np.trace(rho @ multipole_operator(J, K, Q).T)**2
                   for Q in range(-K, K + 1)) for K in range(5)]
assert abs(sum(rank_weight) - 1) < 1e-12                # pure state
print("  sum_Q |rho_KQ|^2, K=0..4: "
      + " ".join(f"{w:.5f}" for w in rank_weight))
print(f"  O0 = {O0:.5f}, A0 = {A0:.5f}, A2 = {A2:.5f}")

print("Curly bracket for x, y, helicity +, helicity -; light along z")
angles = (0.0, pi/2, pi/4, -pi/4)
for Jf in (1.0, 2.0, 3.0):
    d = dipole_block(J, Jf)
    x, y, plus, minus = [15 * direct_signal(rho, d, polarization(lab, b))
                         for b in angles]
    h1, h2 = h_factor(1, J, Jf), h_factor(2, J, Jf)
    linear, circular = (x - y) / (x + y), (plus - minus) / (plus + minus)
    assert abs(linear - 1.5*h2*A2 / (1 - h2*A0/2)) < 1e-12
    assert abs(circular - 1.5*h1*O0 / (1 - h2*A0/2)) < 1e-12
    print(f"  Jf={Jf:.0f}: h1={h1:.4f} h2={h2:.4f}")
    print(f"    {x:.5f} {y:.5f} {plus:.5f} {minus:.5f}")
    print(f"    linear degree {linear:.5f}, circular degree {circular:.5f}")

# total width by integrating the polarized emission over all directions
d21 = dipole_block(J, 1.0)
width = 0.0
gx, gw = np.polynomial.legendre.leggauss(5)
for c, w in zip(gx, gw):
    s = sqrt(1 - c*c)
    for phi in 2 * pi * np.arange(8) / 8:
        e1 = np.array([c*np.cos(phi), c*np.sin(phi), -s])
        e2 = np.array([-np.sin(phi), np.cos(phi), 0.0])
        width += w * 2*pi/8 * prefactor * (direct_signal(rho, d21, e1)
                                           + direct_signal(rho, d21, e2))
omega = photon_eV * const.e / const.hbar
rate_SI = (omega**3 * const.e**2 * strength_A2 * 1e-20
           / (3 * pi * const.epsilon_0 * const.hbar * const.c**3 * (2*J + 1)))
to_rate = const.e / const.hbar
assert abs(width * to_rate / rate_SI - 1) < 1e-8        # rounding of constants
print("Jf=1 line of state 1:")
print(f"  hbar*A = {width:.5e} eV, A = {width * to_rate:.5e} 1/s")
for name, beta in (("x", 0.0), ("y", pi/2), ("helicity +", pi/4),
                   ("helicity -", -pi/4)):
    part = prefactor * direct_signal(rho, d21, polarization(lab, beta))
    assert abs(part / (width/(8*pi) * bracket(rho, J, 1.0, lab, beta)) - 1) < 1e-9
    print(f"  hbar*dW/dOmega, {name}: {part:.5e} eV/sr")
    if name == "helicity +":
        print(f"    the same as a rate: {part * to_rate:.5e} 1/(s sr)")

# ---- anisotropy of rank four, hidden from the unresolved light -----------
hidden = np.diag([0.25, 0, 0.5, 0, 0.25])
for K, Q in all_KQ(J):
    value = np.trace(hidden @ multipole_operator(J, K, Q).T)
    assert (abs(value) > 1e-3) == ((K, Q) in ((0, 0), (4, 0)))
for Jf in (1.0, 2.0, 3.0):
    d = dipole_block(J, Jf)
    for trial in range(20):
        e = polarization(random_frame(), rng.uniform(-pi/2, pi/2))
        assert abs(15 * direct_signal(hidden, d, e) - 1) < 1e-12
resolved = d21[:, 1:2, :]                               # only Mf = 0 accepted
rank4 = np.trace(multipole_operator(J, 4, 0)
                 @ detection_operator(resolved, np.array([0, 0, 1.0])))
assert abs(rank4) > 1e-3
print("State 2: populations M=2..-2: "
      + " ".join(f"{p:.2f}" for p in np.diag(hidden)))
print(f"  rho_40 = {np.trace(hidden @ multipole_operator(J, 4, 0)):.5f}")
print("  signal averaged over two polarizations, Jf=1: all Mf, Mf=0 only")
for degrees in (0, 45, 90):
    t = np.radians(degrees)
    pair = (np.array([np.cos(t), 0, -np.sin(t)]), np.array([0, 1.0, 0]))
    full, chosen = [7.5 * sum(direct_signal(hidden, block, e) for e in pair)
                    for block in (d21, resolved)]
    assert abs(chosen - 0.5 * np.sin(t)**2) < 1e-12
    print(f"    theta = {degrees} deg: {full:.5f} {chosen:.5f}")

# ---- axially symmetric source seen from an angle -------------------------
def tilted_frame(theta, chi):
    k = np.array([np.sin(theta), 0, np.cos(theta)])
    u = np.array([-np.cos(theta), 0, np.sin(theta)])
    v = np.cross(k, u)
    ex = np.cos(chi) * u + np.sin(chi) * v
    return np.column_stack([ex, np.cross(k, ex), k])


def right_angle_polarization(state, d):
    parallel = direct_signal(state, d, np.array([0, 0, 1.0]))
    crossed = direct_signal(state, d, np.array([0, 1.0, 0]))
    return (parallel - crossed) / (parallel + crossed)


for trial in range(10):
    pops = rng.random(5)
    axial = np.diag(pops / pops.sum())
    o, a, _ = moments(axial, J, lab)
    theta, chi = rng.uniform(0, pi), rng.uniform(0, pi)
    expected = (o*np.cos(theta), a*(3*np.cos(theta)**2 - 1)/2,
                a*np.sin(theta)**2*np.cos(2*chi)/2)
    assert np.allclose(moments(axial, J, tilted_frame(theta, chi)), expected,
                       atol=1e-12)
    for Jf in (1.0, 2.0, 3.0):
        ha = h_factor(2, J, Jf) * a
        P = right_angle_polarization(axial, dipole_block(J, Jf))
        assert abs(P - 3*ha/(4 + ha)) < 1e-12
axial = np.diag([0, 0, 1.0, 0, 0])
print(f"State 3: |2,0>, A0 = {moments(axial, J, lab)[1]:.5f}")
for Jf in (1.0, 2.0, 3.0):
    P = right_angle_polarization(axial, dipole_block(J, Jf))
    print(f"  Jf={Jf:.0f}: linear polarization at 90 deg = {P:.5f}")

print("Independent real parameters seen: "
      + ", ".join(f"J={j:g}: {r} of {int(2*j+1)**2}" for j, r in span.items()))
print(f"Largest formula error, sublevel sums: {worst_formula:.1e}")
print(f"Largest formula error, quadrature dipoles: {worst_quadrature:.1e}")
print(f"Largest detected part of rank above 2: {worst_high_rank:.1e}")
print("OK")
```

Printed output:

```
Photon energy = 2.00 eV
Line strength / e^2 = 5.00 angstrom^2
hbar*c = 1973.270 eV angstrom
State 1: (sqrt3 |2,2> + |2,0>)/2, all values dimensionless
  rho_00 = 0.44721
  rho_10 = 0.47434
  rho_20 = 0.26726
  rho_22 = 0.23146
  sum_Q |rho_KQ|^2, K=0..4: 0.20000 0.22500 0.17857 0.24375 0.15268
  O0 = 0.25000, A0 = 0.50000, A2 = 0.35355
Curly bracket for x, y, helicity +, helicity -; light along z
  Jf=1: h1=3.0000 h2=-1.0000
    0.71967 1.78033 2.37500 0.12500
    linear degree -0.42426, circular degree 0.90000
  Jf=2: h1=1.0000 h2=1.0000
    1.28033 0.21967 1.12500 0.37500
    linear degree 0.70711, circular degree 0.50000
  Jf=3: h1=-2.0000 h2=-0.2857
    0.91991 1.22295 0.32143 1.82143
    linear degree -0.14142, circular degree -0.70000
Jf=1 line of state 1:
  hbar*A = 1.99904e-08 eV, A = 3.03707e+07 1/s
  hbar*dW/dOmega, x: 5.72420e-10 eV/sr
  hbar*dW/dOmega, y: 1.41606e-09 eV/sr
  hbar*dW/dOmega, helicity +: 1.88906e-09 eV/sr
    the same as a rate: 2.86998e+06 1/(s sr)
  hbar*dW/dOmega, helicity -: 9.94240e-11 eV/sr
State 2: populations M=2..-2: 0.25 0.00 0.50 0.00 0.25
  rho_40 = 0.41833
  signal averaged over two polarizations, Jf=1: all Mf, Mf=0 only
    theta = 0 deg: 1.00000 0.00000
    theta = 45 deg: 1.00000 0.25000
    theta = 90 deg: 1.00000 0.50000
State 3: |2,0>, A0 = -1.00000
  Jf=1: linear polarization at 90 deg = 0.60000
  Jf=2: linear polarization at 90 deg = -1.00000
  Jf=3: linear polarization at 90 deg = 0.20000
Independent real parameters seen: J=0.5: 4 of 4, J=1: 9 of 9, J=1.5: 9 of 16, J=2: 9 of 25, J=2.5: 9 of 36
Largest formula error, sublevel sums: 1.6e-15
Largest formula error, quadrature dipoles: 1.8e-15
Largest detected part of rank above 2: 3.5e-17
OK
```
